# Estimated Intensities of Charge-Transfer, d–d and f–f Absorption Bands: verification in Python

```python
# Oscillator-strength ladder. f0 = 2 m w a^2/(3 hbar); k = w/c; lamC = hbar/(m c).
# Model: electron on a shell of radius a, point charges -q e at distance R,
# opposite-parity shell at energy gap Dl. Claims under test:
#  CT f=(2mw/3hbar)R^2 c^2(1-c^2);  Td f=(2/5)cT^2 f0;  Oh f=(38/45)cO^2 f0, cO=6.3(u/R)cT,
#  u^2=(hbar/2M Om)coth(hbar Om/2kT);  spin-forbidden ~(zeta/dE)^2 f;
#  M1 f=(hbar w/6mc^2)|L+2S|^2;  E2 f=(m w k^2/20hbar)sum|Q_ab|^2;  f-f f=(3/7)cf^2 f0.
# S = line strength sum|r_fi|^2 in units of a^2. Energies eV, lengths Angstrom.
import numpy as np, sympy as sp
from scipy import constants as C
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.integrate import quad
from scipy.special import eval_legendre
hc = C.hbar*C.c/C.e*1e10; mc2 = C.m_e*C.c**2/C.e; e2 = C.alpha*hc
kB = C.k/C.e; uc2 = C.atomic_mass*C.c**2/C.e; lamC = hc/mc2
a, R, q, Dl, w = 1.0, 2.0, 2.0, 8.0, 2.5
wct, c2ct, M, Om, T, zeta, dE = 4.0, 0.1, 20.0, 0.04, 300.0, 0.03, 1.0
B, Cr, af, Rf, wd, wf = 0.08, 0.32, 0.5, 2.5, 0.4, 0.02
f0 = lambda en, size: 2*en*size**2*mc2/(3*hc**2)
close = lambda u, v, tol: abs(u/v-1) < tol
def grid(n):
    ct, wt = np.polynomial.legendre.leggauss(n); ph = np.pi*np.arange(2*n)/n
    st = np.sqrt(1-ct**2)
    p = np.array([np.outer(st, np.cos(ph)), np.outer(st, np.sin(ph)), np.outer(ct, 1+0*ph)])
    return p.reshape(3, -1), np.repeat(wt/(4*n), 2*n)
pts, wg = grid(40)
x, y, z = sp.symbols('x y z')
ev = lambda ps, g: np.array([sp.lambdify((x, y, z), p)(*g)+0*g[0] for p in ps])
def shell(ps):
    v = ev(ps, pts); nrm = np.sqrt((v*v)@wg); v = v/nrm[:, None]; L = []
    for s, t in ((y, z), (z, x), (x, y)):
        d = ev([s*sp.diff(p, t)-t*sp.diff(p, s) for p in ps], pts)/nrm[:, None]
        L.append(-1j*(v*wg)@d.T)
    return v, L, nrm
dp = [x*y, y*z, x*z, 2*z*z-x*x-y*y, x*x-y*y]
P, _, _ = shell([x, y, z]); D, Ld, nd = shell(dp)
F, Lf, _ = shell([x*y*z, x*(2*x*x-3*y*y-3*z*z), y*(2*y*y-3*x*x-3*z*z), z*(2*z*z-3*x*x-3*y*y),
                  x*(y*y-z*z), y*(z*z-x*x), z*(x*x-y*y)])
mat = lambda A, Bb, g: (A*wg*g)@Bb.T
tet = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])/np.sqrt(3)
octa = np.vstack([np.eye(3), -np.eye(3)])
pot = lambda lig, size, dist, sh=np.zeros(3): q*e2*sum(
    1/np.linalg.norm(size*pts+(sh-dist*l)[:, None], axis=0) for l in lig)
def offd(V):
    n, m = V.shape
    return np.block([[np.zeros((n, n)), V], [V.T, np.zeros((m, m))]])
stren = lambda ops, Uf, Ui: sum(abs(Uf.conj().T@o@Ui)**2 for o in ops)
sp_ = [np.array(s)/2 for s in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]

# normalisation of f, and M1/E2, in H = sum(p^2/2 + x^2/2 + 0.05 x^4), hbar = m = 1
lo = np.diag(np.sqrt(np.arange(1, 70.)), 1); Xb = (lo+lo.T)/np.sqrt(2); N = 60
X = Xb[:N, :N]; Pm = (1j*(lo.T-lo)/np.sqrt(2))[:N, :N]
H1 = np.diag(np.arange(N)+.5)+0.05*np.linalg.matrix_power(Xb, 4)[:N, :N]
E, U = eigh(H1); fn = 2*(E-E[0])*(U.T@X@U)[0]**2
alpha = -(eigh(H1+1e-3*X)[0][0]+eigh(H1-1e-3*X)[0][0]-2*E[0])/1e-6
assert close(fn.sum(), 1, 1e-8) and close((fn[1:]/(E[1:]-E[0])**2).sum(), alpha, 1e-4)
lor = lambda o: 4*np.pi*0.1*o*o/((1-o*o)**2+0.01*o*o)
assert close(sum(quad(lor, s, t)[0] for s, t in ((0, 1), (1, 5), (5, np.inf))), 2*np.pi**2, 1e-7)
U3 = U[:, :3]; x3, p3, xx3 = U3.T@X@U3, U3.T@Pm@U3, U3.T@X@X@U3; I3 = np.eye(3)
xs, Vx = eigh(X); om, kk, ini = E[2]+E[0]-2*E[1], 1e-3, (1, 1, 0)
el = lambda fin, o: sum(c*np.prod([o[i][m[i], ini[i]] for i in range(3)]) for m, c in fin.items())
put = lambda d, base: [d.get(i, base[i]) for i in range(3)]
fins = ({(2, 0, 0): 2**-.5, (0, 2, 0): -2**-.5},
        {(0, 0, 2): 2*6**-.5, (2, 0, 0): -6**-.5, (0, 2, 0): -6**-.5})
res = []
for fin in fins:
    tot = 0
    for n, wt in zip(grid(6)[0].T, grid(6)[1]):
        ex = [Vx@np.diag(np.exp(1j*kk*n[i]*xs))@Vx.T for i in range(3)]
        e0 = [U3.T@m@U3 for m in ex]
        amp = np.array([el(fin, put({i: U3.T@ex[i]@Pm@U3}, e0)) for i in range(3)])
        ea = np.cross(n, [0, 0, 1.]); ea /= np.linalg.norm(ea)
        tot += wt*(abs(ea@amp)**2+abs(np.cross(n, ea)@amp)**2)/2
    L2 = sum(abs(el(fin, put({i: x3, j: p3}, [I3]*3))-el(fin, put({i: p3, j: x3}, [I3]*3)))**2
             for i, j in ((0, 1), (1, 2), (2, 0)))
    Q = np.array([[el(fin, put({i: xx3} if i == j else {i: x3, j: x3}, [I3]*3))
                   for j in range(3)] for i in range(3)])
    Q = Q-np.trace(Q)/3*I3
    res.append((2*tot/om, kk*kk*L2/(6*om), om*kk*kk*(Q**2).sum()/20))
assert close(res[0][0], res[0][1], 1e-4) and res[0][2] < 1e-20   # pure M1
assert close(res[1][0], res[1][2], 1e-4) and res[1][1] < 1e-20   # pure E2
L2d = sum((abs(l[3:, :3])**2).sum() for l in Ld)/3
Q2d = sum((mat(D, D, pts[i]*pts[j])[3:, :3]**2).sum() for i in range(3) for j in range(3))/3
assert close(L2d, 4, 1e-10) and close(Q2d, 8/147, 1e-10)

# charge transfer: tilted double well (atomic units); tolerance covers orbital tails
h, Rw = 0.02, 6.0; g = h*(np.arange(1200)-599.5)
V0 = -2*np.exp(-(g-Rw/2)**2)-2*np.exp(-(g+Rw/2)**2)
dw = lambda Fd: eigh_tridiagonal(1/h**2+V0+Fd*g, -0.5/h**2+0*g[1:], select='i', select_range=(0, 1))
t = np.diff(dw(0.)[0])[0]/2
for c2 in (0.1, 0.2, 0.4):
    dlt = 2*t/np.tan(2*np.arcsin(np.sqrt(c2))); En, v = dw(dlt/Rw); pop = (v[g > 0, 0]**2).sum()
    assert close(pop, c2, 0.02) and close(En[1]-En[0], np.hypot(dlt, 2*t), 0.02)
    assert close(abs(v[:, 0]@(g*v[:, 1])), Rw*np.sqrt(pop*(1-pop)), 0.02)

# tetrahedral d-d
rdp = [mat(D, P, pts[i]) for i in range(3)]; r8 = [offd(r) for r in rdp]
assert abs(mat(D, P, pot(octa, a, R))).max() < 1e-10             # no static d-p mixing in Oh
Vt = mat(D, P, pot(tet, a, R)); VT = 20/np.sqrt(3)*q*e2*a**3/R**4*np.sqrt(5)/35; cT = VT/Dl
assert close(Vt[0, 2], VT, 1e-9) and abs(Vt[3:]).max() < 1e-10
def Std(s):
    Uu = eigh(np.diag([w]*3+[0]*2+[w+Dl]*3)+s*offd(Vt))[1]
    return stren(r8, Uu[:, 2:5], Uu[:, :2]).sum()/2
assert close(Std(0.05), 0.4*(0.05*cT)**2, 1e-3); rT = Std(1)/(0.4*cT**2); assert abs(rT-1) < 0.1

# octahedral vibronic d-d
G = 35*q*e2/R**5
Gm = [mat(D, P, (pot(octa, a, R, 1e-4*d)-pot(octa, a, R, -1e-4*d))/2e-4) for d in I3]
assert close(Gm[2][3, 2], 6*np.sqrt(15)/175*G*a**3, 1e-6)
Top = [(gm@r.T+r@gm.T) for gm in Gm for r in rdp]
assert close(sum((o[3:, :3]**2).sum() for o in Top)/3/Gm[2][3, 2]**2, 38/45, 1e-6)
u0 = np.sqrt(hc**2/(2*M*uc2*Om)); u2 = lambda Tm: u0**2/np.tanh(Om/(2*kB*Tm)); nv = 30
def Svib(s, Tm):
    H = (np.kron(np.diag([0]*3+[w]*2+[w/2+Dl]*3), np.eye(nv))+np.kron(np.eye(8), Om*np.diag(np.arange(nv)))
         + s*np.kron(offd(Gm[2]), u0*(lo+lo.T)[:nv, :nv]))
    En, Uu = eigh(H); i = (Uu[:3*nv]**2).sum(0) > .5; f = (Uu[3*nv:5*nv]**2).sum(0) > .5
    bz = np.exp(-En[i]/(kB*Tm))
    return 3*stren([np.kron(r, np.eye(nv)) for r in r8], Uu[:, f], Uu[:, i]).sum(0)@bz/bz.sum()
Dt, De = Dl+w/2, Dl-w/2
Sun = lambda Tm: 2*(G*a**3/175)**2*u2(Tm)*(3*(2/Dt+6/De)**2+36/Dt**2)
for Tm in (100., 300., 600.):   # 2%: phonon energy neglected in denominators
    assert close(Svib(0.05, Tm), 0.05**2*Sun(Tm), 0.02)
u = np.sqrt(u2(T)); cO = Gm[2][3, 2]*u/Dl; assert close(cO/(Vt[0, 2]/Dl), 6.3*u/R, 1e-6)
rO = Svib(1, T)/(38/45*cO**2); assert 0.5 < rO < 2

# spin-forbidden: d2 in an octahedral field, transition operators Top
gs, ws = grid(8); Ds = ev(dp, gs)/nd[:, None]; rho = np.einsum('ip,kp,p->ikp', Ds, Ds, ws)
ker = 49*(B+Cr/7)*eval_legendre(2, gs.T@gs)+441*Cr/35*eval_legendre(4, gs.T@gs)
eri = np.einsum('ikp,jlp->ijkl', rho@ker, rho); I2 = np.eye(2)
A = np.zeros((100, 45))
for n, (i, j) in enumerate([(i, j) for i in range(10) for j in range(i)]):
    A[10*i+j, n], A[10*j+i, n] = 2**-.5, -2**-.5
two = lambda o: A.T@(np.kron(o, np.eye(10))+np.kron(np.eye(10), o))@A
Vee = A.T@np.einsum('ijkl,su,tv->isjtkulv', eri, I2, I2).reshape(100, 100)@A
S2 = sum(two(np.kron(np.eye(5), s))@two(np.kron(np.eye(5), s)) for s in sp_).real
En, Uu = eigh(Vee); tr = np.diag(Uu.T@S2@Uu) > 1; assert close(np.ptp(En[tr]), 15*B, 1e-9)
H0 = Vee+two(np.kron(np.diag([0, 0, 0, w, w]), I2)); Hso = two(sum(np.kron(l, s) for l, s in zip(Ld, sp_)))
T2 = [two(np.kron(o, I2)) for o in Top]; E0, U0 = eigh(H0); ss = np.diag(U0.T@S2@U0)
assert np.allclose(ss[:9], 2) and np.allclose(ss[9:14], 0); tr = ss > 1
Sal = stren(T2, U0[:, np.where(tr)[0][9:18]], U0[:, :9]).sum()/9
def Ssf(zt):
    Uu = eigh(H0+zt*Hso)[1]; return stren(T2, Uu[:, 9:14], Uu[:, :9]).sum()/9
hs = U0.T@Hso@U0
ms = hs[tr][:, 9:14]/(E0[9:14][None]-E0[tr][:, None]); mt = hs[~tr][:, :9]/(E0[:9][None]-E0[~tr][:, None])
Spt = sum((abs(ms.conj().T@(U0.T@o@U0)[tr][:, :9]+(U0.T@o@U0)[9:14][:, ~tr]@mt)**2).sum() for o in T2)/9
assert Ssf(0.) < 1e-20*Sal+1e-24 and close(Ssf(1e-3), 1e-6*Spt, 0.01)
gap = E0[9:14].mean()-E0[0]; rS = Ssf(zeta)/Sal/(zeta/gap)**2; assert 0.05 < rS < 20

# f-f
Vf = mat(F, D, pot(tet, af, Rf)); rfd = [mat(F, D, pts[i]) for i in range(3)]
VF = 20/np.sqrt(3)*q*e2*af**3/Rf**4*2*np.sqrt(105)/315; cf = VF/Dl
assert close(-Vf[3, 0], VF, 1e-9)
Uu = eigh(np.diag([0]+[.2]*3+[.1]*3+[.2+Dl]*5)+offd(Vf))[1]; r12 = [offd(r) for r in rfd]
assert close(stren(r12, Uu[:, 4:7], Uu[:, :1]).sum(), 3/7*cf**2, 1e-3)
assert stren(r12, Uu[:, 1:4], Uu[:, :1]).sum() < 1e-20
ls = sum(np.kron(l, s) for l, s in zip(Lf, sp_)); Uj = eigh(ls)[1]
M1f = stren([np.kron(l, I2)+2*np.kron(np.eye(7), s) for l, s in zip(Lf, sp_)], Uj[:, 6:], Uj[:, :6]).sum()/6
assert close(M1f, 4/7, 1e-10)
Kj = stren([np.kron(Vf@r.T+r@Vf.T, I2) for r in rfd], Uj[:, 6:], Uj[:, :6]).sum()/6/VF**2
Hj = np.kron(np.diag([0]*7+[Dl]*5)+0.1*offd(Vf), I2).astype(complex); Hj[:14, :14] += 0.01*ls
Uu = eigh(Hj)[1]   # 1%: spin-orbit splitting neglected in denominators
assert close(stren([np.kron(r, I2) for r in r12], Uu[:, 6:14], Uu[:, :6]).sum()/6, Kj*(0.1*cf)**2, 0.01)

k = w/hc; Ea = hc**2/(mc2*a*a); F0 = f0(w, a); fO = 38/45*cO**2*F0
fM, fE = w/(6*mc2)*L2d, w*mc2*k*k/(20*hc**2)*Q2d*a**4
assert close(fM, F0*(lamC/a)**2, 1e-9) and close(fE, F0*(k*a)**2/245, 1e-9)
pre = 1e3*np.log(10)/(C.N_A*np.pi*e2/mc2*1e-8); cm = C.e/(C.h*C.c*100); ga = np.sqrt(np.pi/(4*np.log(2)))
print(f"d model: a={a} A, R={R} A, q={q}, Delta={Dl} eV, hw={w} eV")
print(f"CT: hw={wct} eV, c^2={c2ct}; vibration: M={M} u, hOm={Om} eV, T={T} K")
print(f"spin: zeta={zeta} eV, dE={dE} eV, B={B} eV, C={Cr} eV")
print(f"f model: a_f={af} A, R_f={Rf} A; FWHM d={wd} eV, f={wf} eV")
for lab, val in (("e^2 (eV A)", e2), ("hbar c (eV A)", hc), ("m c^2 (eV)", mc2), ("lamC (A)", lamC),
    ("wavelength (A)", 2*np.pi/k), ("ka", k*a), ("(ka)^2", (k*a)**2), ("(lamC/a)^2", (lamC/a)**2),
    ("E_a (eV)", Ea), ("(E_a/hw)^2", (Ea/w)**2), ("f0(d)", F0), ("CT dipole (A)", R*np.sqrt(c2ct*(1-c2ct))),
    ("V_pd Td (eV)", VT), ("cT", cT), ("cT^2", cT**2), ("Td exact/estimate", rT),
    ("G a^3 (eV/A)", G*a**3), ("<pz|dV/dQ|z2> (eV/A)", Gm[2][3, 2]), ("u at 0 K (A)", u0),
    ("coth factor", u2(T)/u0**2), ("u at T (A)", u), ("u/R", u/R), ("cO", cO), ("cO^2", cO**2),
    ("Oh unequal/equal denominators", Sun(T)/(38/45*cO**2)), ("Oh exact/estimate", rO),
    ("f_Oh/f_Td", fO/(0.4*cT**2*F0)), ("(zeta/dE)^2", (zeta/dE)**2), ("d2 singlet gap (eV)", gap),
    ("d2 (zeta/gap)^2", (zeta/gap)**2), ("d2 S_forbidden/S_allowed", Ssf(zeta)/Sal),
    ("d2 exact/estimate", rS), ("oscillator plane-wave/M1", res[0][0]/res[0][1]),
    ("oscillator plane-wave/E2", res[1][0]/res[1][2]), ("f0(f)", f0(w, af)), ("V_fd (eV)", VF),
    ("cf", cf), ("cf^2", cf**2), ("(a_f R/(a R_f))^8", (af*R/(a*Rf))**8), ("K for j=5/2->7/2", Kj),
    ("M1/E1 for j=5/2->7/2", w/(6*mc2)*M1f/(Kj*cf**2*f0(w, af))),
    ("f per int eps dnu (mol cm^2/L)", pre), ("1 eV (1/cm)", cm), ("Gaussian area factor", ga)):
    print(f"{lab} = {val:.5g}")
for lab, val, wid in (("CT", f0(wct, R)*c2ct*(1-c2ct), wd), ("Td d-d", 0.4*cT**2*F0, wd), ("Oh d-d", fO, wd),
    ("M1 d-d", fM, wd), ("spin-forb", fO*(zeta/dE)**2, wd), ("E2 d-d", fE, wd),
    ("f-f E1 a1-t2", 3/7*cf**2*f0(w, af), wf), ("f-f E1 j-j", Kj*cf**2*f0(w, af), wf),
    ("f-f M1 j-j", w/(6*mc2)*M1f, wf)):
    print(f"{lab}: f = {val:.3g}, eps_max = {val/(pre*ga*wid*cm):.3g} L/(mol cm)")
print("PASS")
```

Output:

```
d model: a=1.0 A, R=2.0 A, q=2.0, Delta=8.0 eV, hw=2.5 eV
CT: hw=4.0 eV, c^2=0.1; vibration: M=20.0 u, hOm=0.04 eV, T=300.0 K
spin: zeta=0.03 eV, dE=1.0 eV, B=0.08 eV, C=0.32 eV
f model: a_f=0.5 A, R_f=2.5 A; FWHM d=0.4 eV, f=0.02 eV
e^2 (eV A) = 14.4
hbar c (eV A) = 1973.3
m c^2 (eV) = 5.11e+05
lamC (A) = 0.0038616
wavelength (A) = 4959.4
ka = 0.0012669
(ka)^2 = 1.6051e-06
(lamC/a)^2 = 1.4912e-05
E_a (eV) = 7.62
(E_a/hw)^2 = 9.2902
f0(d) = 0.21872
CT dipole (A) = 0.6
V_pd Td (eV) = 1.3278
cT = 0.16598
cT^2 = 0.02755
Td exact/estimate = 0.92427
G a^3 (eV/A) = 31.499
<pz|dV/dQ|z2> (eV/A) = 4.1827
u at 0 K (A) = 0.051114
coth factor = 1.5407
u at T (A) = 0.063446
u/R = 0.031723
cO = 0.033172
cO^2 = 0.0011004
Oh unequal/equal denominators = 1.1465
Oh exact/estimate = 1.3688
f_Oh/f_Td = 0.084321
(zeta/dE)^2 = 0.0009
d2 singlet gap (eV) = 1.165
d2 (zeta/gap)^2 = 0.00066311
d2 S_forbidden/S_allowed = 0.00056176
d2 exact/estimate = 0.84716
oscillator plane-wave/M1 = 1
oscillator plane-wave/E2 = 1
f0(f) = 0.054681
V_fd (eV) = 0.069233
cf = 0.0086542
cf^2 = 7.4895e-05
(a_f R/(a R_f))^8 = 0.00065536
K for j=5/2->7/2 = 0.28688
M1/E1 for j=5/2->7/2 = 0.39659
f per int eps dnu (mol cm^2/L) = 4.319e-09
1 eV (1/cm) = 8065.5
Gaussian area factor = 1.0645
CT: f = 0.126, eps_max = 8.49e+03 L/(mol cm)
Td d-d: f = 0.00241, eps_max = 163 L/(mol cm)
Oh d-d: f = 0.000203, eps_max = 13.7 L/(mol cm)
M1 d-d: f = 3.26e-06, eps_max = 0.22 L/(mol cm)
spin-forb: f = 1.83e-07, eps_max = 0.0123 L/(mol cm)
E2 d-d: f = 1.43e-09, eps_max = 9.66e-05 L/(mol cm)
f-f E1 a1-t2: f = 1.76e-06, eps_max = 2.37 L/(mol cm)
f-f E1 j-j: f = 1.17e-06, eps_max = 1.58 L/(mol cm)
f-f M1 j-j: f = 4.66e-07, eps_max = 0.628 L/(mol cm)
PASS
```
